\section*{Adatom capture by the edges of a terrace with two diffusion rates}

\section*{The setting}

A flat terrace occupies $0<x<L$ between two straight, parallel step edges. Atoms land uniformly at the rate $F$ per unit area and time, diffuse, and are captured when they reach an edge. All sites on the terrace have the same energy, but the diffusion coefficient depends on position:
\begin{equation}
D(x)=\begin{cases}D_1, & 0<x<L/2,\\ D_2, & L/2<x<L,\end{cases}
\qquad r=\frac{D_1}{D_2}>1 .
\end{equation}
Both edges absorb perfectly. Desorption and the meeting of atoms on the terrace are neglected, and the edges move so slowly that the adatom density $n(x)$ is steady.

\section*{Part (a)}

\textbf{Question.} Find the share $p$ of the deposited atoms that is captured by the edge at $x=0$.

\textbf{Answer.} When two neighbouring sites have equal energy, the barrier between them is the same from both sides, and so is the hop rate. The net current across the bond is then proportional to the difference of the two occupations, which in the continuum gives
\begin{equation}
J=-D(x)\,\frac{dn}{dx},
\end{equation}
counted positive towards larger $x$. Both $n$ and $J$ are continuous at $x=L/2$. Motion parallel to the edges does not change $x$ and drops out.

In the steady state the current gains what is deposited, $dJ/dx=F$, so
\begin{equation}
J(x)=F(x-x_0),
\end{equation}
where $x_0$ is the point at which the current vanishes. The left edge receives $-J(0)=Fx_0$ per unit length and the right edge $J(L)=F(L-x_0)$. The total is $FL$, hence $p=x_0/L$.

Perfect absorption means $n(0)=n(L)=0$. Integrating $dn/dx=-F(x-x_0)/D$ across the terrace therefore gives zero:
\begin{equation}
\int_0^L\frac{x-x_0}{D(x)}\,dx=0
\quad\Longrightarrow\quad
x_0=\frac{\int_0^L x\,dx/D}{\int_0^L dx/D}.
\end{equation}
The integrals are
\begin{align}
\int_0^L\frac{dx}{D}&=\frac L2\left(\frac1{D_1}+\frac1{D_2}\right),\\
\int_0^L\frac{x\,dx}{D}&=\frac{1}{D_1}\frac{L^2}{8}+\frac1{D_2}\left(\frac{L^2}{2}-\frac{L^2}{8}\right)
=\frac{L^2}{8}\left(\frac1{D_1}+\frac3{D_2}\right).
\end{align}
Dividing, and multiplying numerator and denominator by $D_1$, one finds
\begin{equation}
p=\frac{x_0}{L}=\frac14\,\frac{1/D_1+3/D_2}{1/D_1+1/D_2}=\frac{3r+1}{4(r+1)} .
\label{eq:p}
\end{equation}

\section*{Part (b)}

\textbf{Question.} Show that this share stays below three quarters however large $r$ is. Where is the adatom density highest, and what happens to it as $D_1\to\infty$ at fixed $D_2$?

\textbf{Answer.} Subtract (\ref{eq:p}) from $3/4$:
\begin{equation}
\frac34-p=\frac{3(r+1)-(3r+1)}{4(r+1)}=\frac{1}{2(r+1)}>0 .
\end{equation}
Thus $p<3/4$ for every finite $r$, and $3/4$ is approached as $r\to\infty$. Also
\begin{equation}
p-\frac12=\frac{(3r+1)-2(r+1)}{4(r+1)}=\frac{r-1}{4(r+1)}>0,
\end{equation}
so the edge beside the fast half wins. The share is $0.58$ for $r=2$, $0.70$ for $r=10$ and $0.745$ for $r=100$.

The slope $dn/dx=-F(x-x_0)/D$ is positive for $x<x_0$ and negative for $x>x_0$. The density maximum is therefore at $x_0=pL>L/2$, in the slow half. Integrating from there to the right edge,
\begin{equation}
n(x_0)=\int_{x_0}^{L}\frac{F(x-x_0)}{D_2}\,dx=\frac{F(L-x_0)^2}{2D_2}.
\label{eq:peak}
\end{equation}
As $D_1\to\infty$, $x_0\to3L/4$ and the maximum tends to $FL^2/(32D_2)$. The density at the junction, found by integrating from the left edge, is
\begin{equation}
n(L/2)=\frac{F}{D_1}\int_0^{L/2}(x_0-x)\,dx=\frac{F}{D_1}\left(\frac{Lx_0}{2}-\frac{L^2}{8}\right)\to0 .
\end{equation}
The junction then acts on the slow half as a second absorbing edge.

\section*{Part (c)}

\textbf{Question.} Explain the value $3/4$ by following single atoms. What replaces it if the slow region, still beside the right edge, has width $s$ instead of $L/2$?

\textbf{Answer.} Let $h_i$ be the probability that an atom now on site $i$ ends at the left edge, and let $k_i$ and $k_{i+1}$ be the hop rates across the bonds to its left and right. The next hop goes left with probability $k_i/(k_i+k_{i+1})$, so
\begin{equation}
h_i=\frac{k_ih_{i-1}+k_{i+1}h_{i+1}}{k_i+k_{i+1}}
\;\Longrightarrow\;
k_i(h_{i-1}-h_i)=k_{i+1}(h_i-h_{i+1}).
\end{equation}
The product of hop rate and drop in $h$ is the same on every bond. In the continuum $D\,dh/dx$ is constant, and with $h(0)=1$, $h(L)=0$,
\begin{equation}
h(x)=\frac{\int_x^L dx'/D(x')}{\int_0^L dx'/D(x')} .
\end{equation}
For $r\to\infty$ the fast region contributes nothing to these integrals. Every atom landing there has $h=1$ and goes left. In the slow region $h$ falls linearly from 1 to 0, with mean $1/2$. With equal halves the left edge thus receives $\frac12+\frac12\cdot\frac12=\frac34$.

Within either half a hop is equally likely to go left or right. The bias arises at the junction. If the bond across it is slow, an atom on the last fast site has an easy bond to its left and a hard one to its right, and for large $r$ it is mostly turned back. If that bond is fast, the first slow site has the same bias to the left.

For a slow region of width $s$ the same count gives
\begin{equation}
p\to\frac{L-s}{L}+\frac12\,\frac sL=1-\frac{s}{2L}.
\end{equation}
The bound of three quarters therefore belongs to equal halves. A narrow slow strip at the far edge can send nearly all atoms to the other edge, provided that $D_1/D_2$ is large compared with $L/s$; for $s=L/100$ and $D_1/D_2=100$ the share is only about $0.75$.

\section*{Part (d)}

\textbf{Question.} Treat the terrace as a row of $2m$ sites, $m$ in each half. Does the bound survive? What is the role of equal site energies?

\textbf{Answer.} Number the sites $1,\dots,2m$ and let bond $b$ join sites $b-1$ and $b$; sites $0$ and $2m+1$ are the edges. Let site $i$ have energy $E_i$ and coverage $\theta_i$, and let bond $b$ have saddle energy $S_b$. With attempt rate $\nu$, the hop rate from site $i$ across bond $b$ is $\nu e^{-(S_b-E_i)/k_BT}$. The current to the right is then
\begin{equation}
J_b=\frac{u_{b-1}-u_b}{R_b},\qquad u_i=\theta_ie^{E_i/k_BT},\qquad R_b=\frac{e^{S_b/k_BT}}{\nu}.
\end{equation}
Let $f$ be the deposition rate per site and $A$ the capture rate at the left edge. Conservation gives $J_b=f(b-1)-A$. Since $u$ vanishes at both edges, $\sum_bR_bJ_b=0$, and
\begin{equation}
p=\frac{A}{2mf}=\frac{\sum_b R_b\,(b-1)/(2m)}{\sum_b R_b}.
\label{eq:sum}
\end{equation}
Let the bonds have resistance $R_1$ in the fast half, $R_c$ in the middle and $R_2$ in the slow half. The sums of $b-1$ are $m(m-1)/2$, $m$ and $m(3m+1)/2$, so
\begin{equation}
p=\frac{\frac{m-1}{4}R_1+\frac12R_c+\frac{3m+1}{4}R_2}{mR_1+R_c+mR_2}.
\label{eq:lattice}
\end{equation}
For $R_1\to0$ this equals $3/4$ if $R_c=R_2$, but $3/4+1/(4m)$ if $R_c\to0$ as well. The continuum bound can thus be exceeded by a term of order one over the number of sites.

Site energies do not appear in (\ref{eq:sum}): at fixed saddles they change the coverage but not the shares. Equal site energies ensure that fast hopping means low saddles. If instead the saddles are level and one half is slow because its sites are deeper, all $R_b$ are equal and $p=1/2$, whatever the ratio of hop rates. Emission of atoms from the edges also leaves the net shares unchanged if $u$ has the same value at both, because (\ref{eq:sum}) needs just $u_0=u_{2m+1}$.

\section*{Part (e)}

\textbf{Question.} Evaluate the result for growth in the regime of Cu(001) at $500$~K, with $m=40$ and $f=0.01$ monolayers (ML) per second. Take a hop length $a=0.26$~nm, $\nu=10^{12}$~s$^{-1}$ per direction and a barrier of $0.50$~eV in the fast half. The middle bond and the slow half have saddles $0.10$~eV higher. Assess the neglected effects.

\textbf{Answer.} The width is $L=(2m+1)a=21.06$~nm, and $k_BT=0.04309$~eV. From $D=a^2\nu e^{-E_b/k_BT}$, with $E_b$ the hop barrier, $D_1=6.17\times10^5$ and $D_2=6.06\times10^4$~nm$^2$/s, so $r=10.185$ and
\begin{equation}
p=\frac{3(10.185)+1}{4(11.185)}=0.705 .
\end{equation}
This is $0.045$ below the bound. Equation (\ref{eq:lattice}) with $R_c=R_2$ gives $0.706$, so discreteness hardly matters here. Of the $80\times0.01=0.80$ atoms landing per second on each row of sites, $0.565$ reach the fast-side edge and $0.235$ the other. The density peak lies at $pL=14.85$~nm. With $F$ in ML/s, (\ref{eq:peak}) gives its coverage as $0.01\,(21.06-14.85)^2/(2\times6.06\times10^4)=3.2\times10^{-6}$~ML.

The hop length, barrier and attempt rate are rough typical values for Cu(001). The slow half is a model assumption: a clean, uniform terrace has $r=1$ and, in this model, equal shares. The ratio $r=e^{\Delta E/k_BT}$ depends strongly on the assumed barrier difference $\Delta E$, but the share changes little: $0.08$~eV gives $p=0.68$ and $0.12$~eV gives $0.72$.

Real edges need not absorb perfectly. Raising the last saddle at the slow-side edge by a rough $0.05$~eV multiplies its resistance by $e^{0.05/0.04309}$. By (\ref{eq:sum}) this moves the lattice share from $0.706$ to $0.719$; the same rise at the fast-side edge gives $0.702$. With the barrier at the slow-side edge and $R_1\to0$, the share reaches $0.763$, so the bound itself depends on perfect absorption.

Solving the $80$ steady rate equations gives a mean residence time of $1.7\times10^{-4}$~s, the total coverage divided by the total deposition rate. With a rough desorption energy of $3$~eV, a fraction of about $10^{-22}$ desorbs. Edge motion is measured by the diffusion time $L^2/D_2$ over the time $1/f$ to deposit a layer, which is $7\times10^{-5}$.

Meetings of atoms need more care. Let atoms be lost to pairs at the rate $2\sigma k\theta^2$ per site, with local hop rate $k$ and a rough capture number $\sigma=3$. Summed over the computed coverage, this is $0.5\%$ of the deposited atoms. At this rate about $0.0025$ pairs per site form while one layer is deposited, or some $16$ on an area of $80\times80$ sites. If pairs were stable, they would capture further atoms and grow into islands. This would lower the adatom density and slow the formation of new pairs, but a few islands would still appear on that area, and growth would no longer proceed by step flow alone. The example therefore requires small clusters to break up before they become stable. A sufficient condition, though not a necessary one since trimers can break up too, is that nearly all pairs break up before a third atom arrives. The arrival rate is below $\sigma k\theta\approx3\times(9.1\times10^6)\times(3.2\times10^{-6})\approx90$~s$^{-1}$. For a pair lifetime $\tau$, fewer than $16\times(90~\mathrm{s}^{-1})\,\tau$ pairs per layer on that area then gain a third atom. This number is far below one if $\tau$ is well under $7\times10^{-4}$~s. Whether Cu pairs meet this condition is not settled here: for a rough bond energy of $0.3$~eV, the lifetime is of order $10^{-4}$~s in the fast half and $10^{-3}$~s in the slow half. These estimates also count deposited atoms alone. At $500$~K the edges emit atoms, and in a bond-counting picture their equilibrium coverage $e^{-2E_{\rm bond}/k_BT}$ is $9\times10^{-7}$ to $9\times10^{-6}$~ML for $E_{\rm bond}=0.30$ to $0.25$~eV, comparable to the peak found above. This raises the number of pairs, but it also means a low supersaturation, which hinders stable islands.
